# Effective degeneracy of the phosphorus donor's 1s levels in silicon

## Problem

A phosphorus atom on a silicon lattice site binds one electron in a set of 1s-like levels. Their binding energies, measured downward from the conduction edge, are

- $B_1=45.6$ meV for the ground level $A_1$,
- $B_2=33.9$ meV for the level $T_2$,
- $B_3=32.6$ meV for the level $E$.

The conduction band has six equivalent valleys, one on each of the half-axes $\pm x,\pm y,\pm z$. Take the level energies as independent of temperature, neglect spin-orbit coupling, and leave out all bound levels above the 1s set. The donor holds at most one electron.

(a) How many states, spin included, belong to each level?

(b) Find the probability that the donor is ionized at Fermi level $\mu$. Write it as if the donor had the ground level alone, with an effective degeneracy $g(T)$.

(c) Show how $g$ varies with temperature, find its two limits, and evaluate it at 300 K.

(d) A phosphorus-implanted well is modelled as a box 500 nm deep with $N=10^{17}$ cm$^{-3}$ donors, all on lattice sites after the anneal. There are no acceptors. Find the sheet density of electrons at 300 K, and compare it with the value for $g=2$. What would a Hall measurement suggest about activation?

Use rough silicon masses $m_t=0.19\,m_e$ and $m_l=0.92\,m_e$, and relative permittivity $\epsilon=11.7$ where it is needed.

## Hints

**For (a).** Without coupling, the six valleys would give six orbitals of equal energy. The donor core couples them. By cubic symmetry there is one coupling between opposite valleys and another between valleys on different axes. Try amplitudes that are all equal, then odd within one pair, then even within every pair with zero sum.

**For (b).** List the allowed configurations: the empty donor, and one electron in one of the states. Each has the weight $\exp[-(E-\mu n_e)/kT]$, where $E$ is its energy and $n_e$ its number of electrons.

**For (c).** Differentiate term by term. Each excited level contributes with the same sign.

**For (d).** Each free electron leaves one ionized donor behind. Eliminate $\mu$ between the band density and the ionization probability.

## Solution

### (a) Counting the states

Let $d$ be the diagonal energy of a valley orbital, $a$ the coupling between opposite valleys and $b$ the coupling between valleys on different axes. For amplitudes $c_{\pm x},c_{\pm y},c_{\pm z}$, the equation at valley $+x$ is

$$
d\,c_{+x}+a\,c_{-x}+b\,(c_{+y}+c_{-y}+c_{+z}+c_{-z})=E\,c_{+x},
$$

and the other five follow by relabelling. There are three kinds of solution.

1. All amplitudes equal: $E=d+a+4b$. This is one orbital, $A_1$.
2. Opposite signs on one pair and zero elsewhere, such as $c_{+x}=-c_{-x}$: the $b$ terms cancel in every row, and $E=d-a$. There is one such orbital per axis, so three in all: $T_2$.
3. Equal amplitudes within each pair, $c_{\pm x}=u_x$ and so on, with $u_x+u_y+u_z=0$: the equation becomes $(d+a)u_x+2b(u_y+u_z)=Eu_x$. Since $u_y+u_z=-u_x$, $E=d+a-2b$. Three amplitudes with one condition leave two independent orbitals: $E$.

These are $1+3+2=6$ orbitals, as required. Two spin directions double each count:

$$
g_1=2,\qquad g_2=6,\qquad g_3=4 .
$$

The three energies fix the three parameters. Subtracting the $E$ equation from the $A_1$ equation gives $6b=-45.6+32.6=-13.0$ meV, so $b=-2.167$ meV. Then $d+a=-32.6+2b=-36.933$ meV. With $d-a=-33.9$ meV, half the sum and half the difference give $d=-35.417$ meV and $a=-1.517$ meV. Numerical diagonalization of this matrix, with spin, returns the three levels with 2, 6 and 4 states.

### (b) Ionization probability

Take the conduction edge as the zero of energy. The empty donor has $E=0$ and $n_e=0$, hence weight 1. An electron in level $i$ has $E=-B_i$ and $n_e=1$, hence weight $\exp[(B_i+\mu)/kT]$. The sum of all weights is

$$
Z=1+\sum_{i=1}^{3}g_i\,e^{(B_i+\mu)/kT}.
$$

The empty donor carries the positive charge, so the ionized probability is $p_+=1/Z$. To refer everything to the ground level, write $B_i=B_1-\Delta_i$, where $\Delta_i=B_1-B_i$ is the excitation energy. The common factor $e^{(B_1+\mu)/kT}$ then comes out of the sum:

$$
p_+=\frac{1}{1+g(T)\,e^{(B_1+\mu)/kT}},\qquad
g(T)=\sum_i g_i\,e^{-\Delta_i/kT}.
$$

With $\Delta_2=45.6-33.9=11.7$ meV and $\Delta_3=45.6-32.6=13.0$ meV,

$$
g(T)=2+6\,e^{-11.7\,\mathrm{meV}/kT}+4\,e^{-13.0\,\mathrm{meV}/kT}.
$$

Thus $g$ is the partition function of the neutral donor, with energy counted from its ground level. It is not the number of states at any one energy.

The ban on a second electron matters here. If electrons on the donor did not repel one another, the twelve states would fill independently, and $Z$ would be a product of twelve factors instead of one plus a sum. At the Fermi level found in part (d), the empty fraction would then be 0.860 instead of 0.868. The product contains all the terms of the sum and further positive terms for multiple occupation, so it makes an empty donor less likely.

### (c) Variation with temperature

Since $\frac{d}{dT}\left(-\Delta_i/kT\right)=\Delta_i/kT^2$,

$$
\frac{dg}{dT}=\frac{1}{kT^2}\sum_i g_i\Delta_i e^{-\Delta_i/kT}
=\frac{g\,\langle\Delta\rangle}{kT^2},\qquad
\langle\Delta\rangle=\frac{1}{g}\sum_i g_i\Delta_i e^{-\Delta_i/kT}.
$$

Here $\langle\Delta\rangle$ is the mean excitation energy of a neutral donor. It is positive at any $T>0$, so $g$ rises steadily.

As $T\to0$, both exponentials vanish and $g\to2$: a neutral donor is in its ground level, with a choice of spin. As $T\to\infty$, both exponentials tend to 1 and $g\to2+6+4=12$. This second limit is a property of the formula and not a state of the crystal, because the neglected higher levels become important well before it is reached.

At 300 K, $kT=25.852$ meV, and the two Boltzmann factors are

$$
e^{-11.7/25.852}=0.6360,\qquad e^{-13.0/25.852}=0.6048 .
$$

Therefore

$$
g(300\ \mathrm{K})=2+6(0.6360)+4(0.6048)=2+3.816+2.419\approx 8.2 .
$$

At lower temperatures the same formula gives:

| $T$ (K) | 20 | 30 | 77 | 150 | 300 |
|---|---|---|---|---|---|
| $g$ | 2.01 | 2.09 | 3.59 | 5.89 | 8.24 |

The value 2 is a good approximation up to about 30 K, where $kT$ is still several times smaller than the excitation energies. At 77 K it is already too small by a factor of 1.8.

The shares of the three terms show where the electron of a neutral donor is found at 300 K: $2/8.235=24\%$ in $A_1$, $3.816/8.235=46\%$ in $T_2$ and $2.419/8.235=29\%$ in $E$. Each of the two ground states is more probable than any single state above them, but the ten excited states together hold three quarters of the neutral donors.

The result hardly depends on which upper level is the triplet. With the two assignments exchanged, $g=2+4(0.6360)+6(0.6048)=8.17$, because the two levels differ by 1.3 meV, a small fraction of $kT$.

### (d) Electrons in the well

**Band density.** Near its minimum, a valley with its long axis along $z$ has

$$
E=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).
$$

Set $k_{x,y}=q_{x,y}\sqrt{m_t/m}$ and $k_z=q_z\sqrt{m_l/m}$. Then $E=\hbar^2q^2/2m$, and $d^3k=\sqrt{m_t^2m_l/m^3}\;d^3q$. The choice $m=(m_t^2m_l)^{1/3}=0.321\,m_e$ makes the prefactor 1. When $\mu$ lies several $kT$ below the edge, the Fermi function reduces to $e^{(\mu-E)/kT}$. With six valleys and two spins,

$$
n=12\,e^{\mu/kT}\int\frac{d^3q}{(2\pi)^3}\,e^{-\hbar^2q^2/2mkT}.
$$

Each of the three Gaussian integrals gives $\sqrt{2\pi mkT}/\hbar$. Dividing by $2\pi$ turns $\hbar$ into $h$, so

$$
n=N_c\,e^{\mu/kT},\qquad N_c=12\left(\frac{2\pi mkT}{h^2}\right)^{3/2}=2.744\times10^{19}\ \mathrm{cm^{-3}}\ \text{at 300 K}.
$$

**Neutrality.** Holes are negligible and there are no acceptors, so $n=Np_+$. The ratio of neutral to ionized donors follows from part (b), with $e^{\mu/kT}=n/N_c$:

$$
\frac{N-n}{n}=g\,e^{(B_1+\mu)/kT}=\frac{g\,n}{N_c}\,e^{B_1/kT}.
$$

Rearranged,

$$
\frac{n^2}{N-n}=K,\qquad K=\frac{N_c}{g}\,e^{-B_1/kT}.
$$

This is $n^2+Kn-KN=0$, whose positive root is

$$
n=\frac K2\left(\sqrt{1+\frac{4N}{K}}-1\right).
$$

For $N\ll K$, expanding the root to second order gives $n\approx N(1-N/K)$. The neutral fraction is then about $N/K$, which is proportional to $g$. For $N\gg K$, $n\approx\sqrt{KN}$, which varies as $g^{-1/2}$. At 300 K this second limit needs dopings near $10^{20}$ cm$^{-3}$, where isolated donors and a nondegenerate band no longer describe silicon; it is reached instead by cooling, which makes $K$ small.

**Numbers.** With the 1s-set value of $g$,

$$
K=\frac{2.744\times10^{19}}{8.235}\,e^{-45.6/25.852}=5.71\times10^{17}\ \mathrm{cm^{-3}}.
$$

Then $4N/K=0.7005$, the square root is 1.304, and

$$
n=2.855\times10^{17}\times0.304=8.68\times10^{16}\ \mathrm{cm^{-3}}.
$$

So 86.8% of the donors are ionized. Multiplying by the depth $5\times10^{-5}$ cm gives a sheet density of $4.34\times10^{12}$ cm$^{-2}$, from a donor sheet density of $5.00\times10^{12}$ cm$^{-2}$.

With $g=2$ and all else unchanged, $K=2.351\times10^{18}$ cm$^{-3}$, the ionized fraction is 96.1%, and the sheet density is $4.80\times10^{12}$ cm$^{-2}$. The excited 1s levels therefore raise the neutral fraction from 3.9% to 13.2%.

Solving neutrality numerically with the full Fermi function gives $\mu=-148.8$ meV and changes $n$ by a relative $-1.3\times10^{-4}$. The nondegenerate band formula is thus adequate here.

**Reading a Hall measurement.** Suppose the Hall factor is 1, so that the measurement returns the sheet density of electrons. Dividing it by the implanted dose gives 87%, although in this model every donor is on a lattice site. The missing 13% are neutral, not inactive.

Correcting for neutral donors with $g=2$ removes only part of the discrepancy. Solved for the donor density, the mass-action law reads $N=n+n^2/K$, and with the $g=2$ constant

$$
N=8.68\times10^{16}+\frac{(8.68\times10^{16})^2}{2.351\times10^{18}}=9.00\times10^{16}\ \mathrm{cm^{-3}}.
$$

Within this model, one would conclude that 10% of the phosphorus had failed to activate; Variation 2 shows that the size of this figure depends on how the bound states are counted. The anneal would be blamed for an error in the donor statistics. In practice the Hall factor must be known well before such a conclusion is drawn. If it were 1.1 and taken as 1, the apparent activation would fall further, from 90% to 82%; if it were 0.9, the discrepancy would be hidden.

**The model beside a real well.** A real well has a graded profile, lies in boron-doped material and loses electrons to depletion layers, so its sheet density cannot be taken from the box model.

The isolated-donor assumption also fails in part. Free electrons screen the donor charge over the Debye length

$$
L_D=\sqrt{\frac{\epsilon\epsilon_0kT}{e^2n}}=13.9\ \mathrm{nm}.
$$

A sphere of this radius holds only about one free electron, so treating the screening charge as continuous gives a rough estimate. For $r\ll L_D$, the screened potential energy is

$$
-\frac{e^2}{4\pi\epsilon\epsilon_0 r}\,e^{-r/L_D}\approx-\frac{e^2}{4\pi\epsilon\epsilon_0 r}+\frac{e^2}{4\pi\epsilon\epsilon_0L_D}.
$$

The last term raises every compact level by the same 8.9 meV. The differences $\Delta_i$, and with them $g$, are unchanged to this order, but $B_1$ falls and the ionized fraction rises from 86.8% to about 90%.

Double occupancy is a smaller matter. Suppose a second electron is bound by a rough 2 meV, which corresponds to a pair repulsion of 43.6 meV. Of the 66 ways to place two electrons in the twelve states, only the pair in $A_1$ then lies below a ground-level neutral donor plus a free electron at the band edge. At the same Fermi level, donors holding this pair number about 0.04% of those with one electron. Counting every multiple occupation of the twelve states would give 1.3%, but the other configurations can release an electron without any added energy.

## Variation 1: the ionization energy from a thermal fit

*Near 300 K, $\ln(K/T^{3/2})$ is plotted against $\beta=1/kT$. What energy does the slope give?*

Since $N_c\propto T^{3/2}$,

$$
\ln\frac{K}{T^{3/2}}=\text{constant}-\ln g-\beta B_1 .
$$

From $g=\sum_i g_ie^{-\beta\Delta_i}$,

$$
\frac{d\ln g}{d\beta}=-\frac1g\sum_i g_i\Delta_ie^{-\beta\Delta_i}=-\langle\Delta\rangle .
$$

The minus sign in front of $\ln g$ turns this into $+\langle\Delta\rangle$, and the slope is

$$
\frac{d}{d\beta}\ln\frac{K}{T^{3/2}}=-(B_1-\langle\Delta\rangle).
$$

At 300 K,

$$
\langle\Delta\rangle=\frac{3.816\times11.7+2.419\times13.0}{8.235}=9.24\ \mathrm{meV},
$$

so the fit gives $45.6-9.24=36.4$ meV. Within the 1s set, this is the mean binding energy of the electrons on neutral donors, most of which are already excited. Counting the levels of Variation 2 in full would lower it to 20.0 meV. As $T\to0$, $\langle\Delta\rangle\to0$ and the fitted energy returns to 45.6 meV.

As a test, neutrality was solved numerically with the full Fermi function at 299 K and 301 K for $10^{15}$ donors per cm$^3$. The slope between the two points gives 36.36 meV, in agreement with the formula. This tests the algebra and is not a practical measurement: at this doping only 0.17% of the donors are neutral, too few to extract $K$ reliably from a measured $n$.

## Variation 2: the levels above the 1s set

*How much would the next bound levels, 2p$_0$, 2s and 2p$_\pm$, add to $g$ at 300 K?*

Far from the core, an electron of one valley obeys the effective-mass equation. With lengths in units of $a^*=a_0\epsilon m_e/m_t=3.26$ nm, where $a_0$ is the Bohr radius, and energies in units of $R^*=(13.6\ \mathrm{eV})(m_t/m_e)/\epsilon^2=18.88$ meV, it reads

$$
\left[-\partial_x^2-\partial_y^2-\frac{m_t}{m_l}\,\partial_z^2-\frac2r\right]\psi=\frac{E}{R^*}\,\psi .
$$

Numerical diagonalization gives binding energies of 10.9 meV (2p$_0$), 8.4 meV (2s) and 6.1 meV (2p$_\pm$). The core potential and the valley coupling are left out. For the 1s level the same equation gives 29.7 meV, not far from $T_2$ and $E$ but well short of $A_1$, so the core matters most for the ground level.

Each valley supplies one 2p$_0$, one 2s and two 2p$_\pm$ orbitals. Six valleys and two spins make 12, 12 and 24 states. For 2p$_0$ the contribution is

$$
12\,e^{-(45.6-10.91)/25.852}=3.14,
$$

and in the same way 2s adds 2.85 and 2p$_\pm$ adds 5.20. Counted in full, these levels raise $g$ from 8.2 to 19.4 and lower the ionized fraction in the well from 86.8% to 76.1%.

Nor does the sum end there. An isolated Coulomb centre has infinitely many bound levels approaching the band edge. Their Boltzmann factors tend to $e^{-B_1/kT}=0.171$ and not to zero, so the complete sum diverges. The surroundings of the donor must cut it off.

In the well, the mean radius of the 2p$_0$ orbit is 7.2 nm. The sphere of volume $1/N$ around a donor has a radius of 13.4 nm, and $L_D$ is 13.9 nm. The orbit is therefore neither small on these scales nor clearly excluded. The first-order screening shift of 8.9 meV exceeds the binding energies of 2s and 2p$_\pm$, but that form is unreliable for such wide orbits. Solving the effective-mass equation with the screened potential leaves all these levels bound, by 4.0 meV (2p$_0$), 2.3 meV (2s) and 0.5 meV (2p$_\pm$). Screening at this length therefore does not remove them from the sum, but the margin is small: 2p$_\pm$ becomes unbound when the screening length falls from 12 to 11 nm. The screened mean radii, 8.0 nm (2p$_0$), 12.6 nm (2s) and 19 nm (2p$_\pm$), reach or exceed the 13.4 nm donor sphere for the last two, so these orbits overlap neighbouring donors.

The value 8.2 is thus the effective degeneracy of the 1s set. It shows that $g=2$ omits the states that hold three quarters of the electrons bound in the 1s set at 300 K, but it does not fix the ionized fraction of a real well at this doping. That would require the levels of interacting donors, and also the change that the donors make to the band states, which are treated here as if the donors were absent. This change can be large, because the binding energies are comparable with $kT$. One common correction, the Planck-Larkin sum, replaces each $e^{B_i/kT}$ by $e^{B_i/kT}-1-B_i/kT$ and reduces the 1s value from 8.2 to 3.4. With that value the ionized fraction in the well is 93.7%, and the $g=2$ analysis of part (d) returns an apparent activation of 97.5% instead of 90%. The false loss of 10% is thus a result of the 1s-set model, not a prediction for a real well.

## Calculated quantities

```
Binding energies A1, T2, E (meV): 45.6 33.9 32.6
States with spin A1, T2, E: 2 6 4
Excitations T2, E (meV): 11.7 13.0
Valley matrix d, a, b (meV): -35.417 -1.517 -2.167
kT at 300 K (meV): 25.852
Boltzmann factors T2, E: 0.636 0.6048
Terms of g for A1, T2, E: 2.0 3.816 2.419
g of 1s set at 20 K: 2.009
g of 1s set at 30 K: 2.091
g of 1s set at 77 K: 3.593
g of 1s set at 150 K: 5.890
g of 1s set at 300 K: 8.235
g at 300 K with T2 and E exchanged: 8.173
dg/dT at 300 K (1/K): 0.00981
Mean excitation at 300 K (meV): 9.24
Thermal slope energy, numerical (meV): 36.36
Masses mt, ml, density-of-states (m_e): 0.19 0.92 0.3214
Relative permittivity: 11.7
Nc at 300 K (cm^-3): 2.744e+19
Donor density (cm^-3): 1.00e+17
Box depth (nm): 500
Donor sheet density (cm^-2): 5.000e+12
K with g=2 (cm^-3): 2.351e+18
Ionized fraction with g=2: 0.9607
Electron sheet density, g=2 (cm^-2): 4.804e+12
K with 1s-set g (cm^-3): 5.710e+17
Ionized fraction with 1s-set g: 0.8680
Electron sheet density, 1s-set g (cm^-2): 4.340e+12
Ionized fraction, numerical neutrality: 0.8679
Fermi level from band edge (meV): -148.8
Band-degeneracy change of n (relative): -1.3e-04
Empty fraction if repulsion is removed: 0.8597
Assumed second-electron binding (meV): 2.0
Doubly or more / singly occupied donors: 0.0129
Effective Rydberg (meV), Bohr radius (nm): 18.88 3.26
Effective-mass 1s binding (meV): 29.65
Binding 2p0, 2s, 2p+- (meV): 10.91 8.41 6.07
Added to g by 2p0, 2s, 2p+-: 3.14 2.85 5.2
g with these levels fully counted: 19.42
Ionized fraction with that g: 0.7609
Mean radius of 2p0 (nm): 7.2
Radius of volume per donor (nm): 13.4
Debye length (nm): 13.9
First-order screening shift (meV): 8.9
Ionized fraction with shifted levels: 0.8995
```
